# Residence times in diffusion-free Poiseuille flow between parallel plates: test program

```python
"""Residence times in diffusion-free Poiseuille flow between parallel plates.

Result under test: the flow-weighted fraction of fluid leaving by time t is
    F(t) = sqrt(1 - 2T/(3t)) * (1 + T/(3t))   for t >= 2T/3, and 0 before,
where T = L/U is the mean residence time, L the length, U the mean speed.
h is half the gap and eta = y/h the scaled height. In the tests time is in
units of T, length in L and speed in U. Transverse diffusion enters through
tau = D*T/h^2, with D the diffusion coefficient of the tracer.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh, solve_banded
from scipy.optimize import brentq

rng = np.random.default_rng(12345)


def exit_fraction(t):
    if t <= 2 / 3:
        return 0.0
    return np.sqrt(1 - 2 / (3 * t)) * (1 + 1 / (3 * t))


def exit_density(t):
    return 1 / (3 * t**3 * np.sqrt(1 - 2 / (3 * t)))


def exit_quantile(p):
    return (2 / 3) / (2 * np.cos(2 * np.arcsin(p) / 3) - 1)


def speed(eta):
    return 1.5 * (1 - eta**2)


# Velocity from the discretized momentum equation, then streamline counting.
nodes = 20001
grid = np.linspace(-1, 1, nodes)
spacing = grid[1] - grid[0]
bands = np.ones((3, nodes - 2))
bands[1] = -2
solved = solve_banded((1, 1), bands, -spacing**2 * np.ones(nodes - 2))
solved /= solved.sum() * spacing / 2
assert np.max(np.abs(solved - speed(grid[1:-1]))) < 1e-5


def counted_fraction(t):
    return solved[1 / solved <= t].sum() / solved.sum()


sample_times = [0.7, 0.8, 1.0, 1.5, 2.0, 4.0]
for t in sample_times + [0.6, 10.0]:
    assert abs(counted_fraction(t) - exit_fraction(t)) < 1e-3

# Inventory: what has entered and not left equals the new fluid inside.
for t in (0.9, 1.5, 5.0):
    retained = 2 / 3 + quad(lambda s: 1 - exit_fraction(s), 2 / 3, t)[0]
    new_fluid = np.minimum(solved * t, 1).sum() * spacing / 2
    assert abs(retained - new_fluid) < 1e-4

# Density, mean, tail, growth of the second moment, and quantiles.
for t in (0.8, 1.3, 3.0):
    slope = (exit_fraction(t + 1e-5) - exit_fraction(t - 1e-5)) / 2e-5
    assert abs(slope - exit_density(t)) < 1e-6
mean_time = (quad(lambda t: t * exit_density(t), 2 / 3, 1)[0]
             + quad(lambda t: t * exit_density(t), 1, np.inf)[0])
assert abs(mean_time - 1) < 1e-6


def edge_height(t):
    return brentq(lambda e: speed(e) - 1 / t, 0, 1, xtol=1e-15)


late = 1000.0
slow_flow = quad(speed, edge_height(late), 1)[0]
assert abs(slow_flow * 6 * late**2 - 1) < 1e-3
moment_growth = quad(lambda e: 1 / speed(e),
                     edge_height(late), edge_height(2 * late))[0]
assert abs(moment_growth / (np.log(2) / 3) - 1) < 1e-3
for p in (0.1, 0.5, 0.9, 0.99):
    root = brentq(lambda t: exit_fraction(t) - p, 2 / 3, 100)
    assert abs(root - exit_quantile(p)) < 1e-8


def march_tracer(tau, count, dt, t_max):
    """Exit times and flow weights; transverse random walk, half channel."""
    eta = (np.arange(count) + 0.5) / count
    weight = speed(eta)
    weight = weight / weight.sum()
    exit_time = np.full(count, np.inf)
    index = np.arange(count)
    position = np.zeros(count)
    step = 0
    while index.size and step * dt < t_max:
        moved = eta
        if tau > 0:
            kick = np.sqrt(2 * tau * dt) * rng.standard_normal(eta.size)
            moved = np.abs(eta + kick)
            moved = np.where(moved > 1, 2 - moved, moved)
        advance = 0.5 * (speed(eta) + speed(moved)) * dt
        out = position + advance >= 1
        exit_time[index[out]] = dt * (
            step + (1 - position[out]) / advance[out])
        keep = ~out
        index, eta = index[keep], moved[keep]
        position = (position + advance)[keep]
        step += 1
    return exit_time, weight


times0, weights0 = march_tracer(0.0, 20000, 1 / 400, 5.0)
for t in sample_times:
    assert abs(weights0[times0 <= t].sum() - exit_fraction(t)) < 1e-3

# Spread of exit times with transverse diffusion, from transverse modes.
cells = 600
cell = 1 / cells
cell_speed = speed((np.arange(cells) + 0.5) * cell)
cell_speed /= cell_speed.mean()
stiffness = 2 * np.eye(cells) - np.eye(cells, k=1) - np.eye(cells, k=-1)
stiffness[0, 0] = stiffness[-1, -1] = 1
decay, modes = eigh(stiffness / cell**2, np.diag(cell_speed))
overlap = np.sqrt(cell) * modes.sum(axis=0)


def relative_spread(tau):
    rate = tau * decay[1:]
    kernel = (rate + np.expm1(-rate)) / rate**2
    return np.sqrt(2 * np.sum(overlap[1:]**2 * kernel))


assert abs(relative_spread(100.0)**2 * 100 / (4 / 105) - 1) < 0.01

# Example inputs in SI; transport properties are rough typical values.
gap, length, width, mean_speed = 0.010, 0.050, 0.200, 1.0
temperature, pressure = 300.0, const.atm
diffusion, viscosity = 0.08e-4, 1.8e-5
carrier_mass, precursor_mass, mole_fraction = 0.028, 0.144, 1e-4
hot_temperature, hot_pressure = 1400.0, 50 * const.torr
half_gap = gap / 2
T = length / mean_speed
tau = diffusion * T / half_gap**2
density = pressure * carrier_mass / (const.R * temperature)
kinematic = viscosity / density
reynolds = mean_speed * 2 * gap / kinematic
entry_length = 0.044 * mean_speed * gap**2 / kinematic
layer = (tau / 3)**(1 / 3)
axial_spread = np.sqrt(2 * diffusion * T) / length
pressure_drop = 3 * viscosity * mean_speed * length / half_gap**2
free_path = viscosity / pressure * np.sqrt(
    np.pi * const.R * temperature / (2 * carrier_mass))
slip_ratio = 3 * free_path / half_gap
excess = mole_fraction * (precursor_mass / carrier_mass - 1)
sinking = 0.5 * const.g * excess * T**2
hot_diffusion = (diffusion * (hot_temperature / temperature)**1.75
                 * pressure / hot_pressure)
hot_tau = hot_diffusion * T / half_gap**2
hot_axial = np.sqrt(2 * hot_diffusion * T) / length

# Random walks at the example's diffusion and at one tenth of it.
times1, weights1 = march_tracer(tau, 100000, 1 / 400, 60.0)
times2, weights2 = march_tracer(tau / 10, 100000, 1 / 400, 60.0)
assert np.all(np.isfinite(times1))
walk_mean = np.sum(weights1 * times1)
walk_spread = np.sqrt(np.sum(weights1 * (times1 - walk_mean)**2))
assert abs(walk_mean - 1) < 0.01
assert abs(walk_spread / relative_spread(tau) - 1) < 0.04
with_diffusion = [weights1[times1 <= t].sum() for t in sample_times]
weak_diffusion = [weights2[times2 <= t].sum() for t in sample_times]
ideal = [exit_fraction(t) for t in sample_times]
deviation = np.max(np.abs(np.subtract(with_diffusion, ideal)))
weak_deviation = np.max(np.abs(np.subtract(weak_diffusion, ideal)))
assert weak_deviation < deviation
assert with_diffusion[-1] > ideal[-1]
order = np.argsort(times1)
purge_index = np.searchsorted(np.cumsum(weights1[order]), 0.99)
purge_walk = times1[order][purge_index]

# Side walls: series solution of the momentum equation in the real duct.
aspect = width / gap
rows, columns = 400, 2000
height = (np.arange(rows) + 0.5) / rows
across = (np.arange(columns) + 0.5) * aspect / columns
number = np.arange(60)
wave = (number + 0.5) * np.pi
factor = 4 * (-1.0)**number / wave**3
side = ((np.exp(-np.outer(wave, aspect - across))
         + np.exp(-np.outer(wave, aspect + across)))
        / (1 + np.exp(-2 * wave * aspect))[:, None])
duct = (1 - height**2)[:, None] - (
    np.cos(np.outer(height, wave)) * factor) @ side
i, j = rows // 2, columns - 30
curvature = ((duct[i + 1, j] - 2 * duct[i, j] + duct[i - 1, j]) * rows**2
             + (duct[i, j + 1] - 2 * duct[i, j] + duct[i, j - 1])
             * (columns / aspect)**2)
assert abs(curvature + 2) < 1e-3
assert np.max(np.abs(duct[:, -1])) < 0.02
duct = duct / duct.mean()
duct_fraction = [duct[duct * t >= 1].sum() / duct.sum()
                 for t in sample_times]

print(f"gap {gap*1e3:.0f} mm, length {length*1e3:.0f} mm")
print(f"width {width*1e3:.0f} mm, mean speed {mean_speed:.1f} m/s")
print(f"gas {temperature:.0f} K, {pressure/const.torr:.0f} Torr")
print(f"rough diffusion coefficient {diffusion*1e4:.2f} cm2/s")
print(f"rough viscosity {viscosity:.1e} Pa s")
print(f"precursor mole fraction {mole_fraction:.0e}")
print(f"molar masses {carrier_mass*1e3:.0f}, "
      f"{precursor_mass*1e3:.0f} g/mol")
print(f"mean residence time T {T*1e3:.1f} ms")
print(f"first exit {2*T/3*1e3:.2f} ms")
print(f"median exit {exit_quantile(0.5):.4f} T = "
      f"{exit_quantile(0.5)*T*1e3:.2f} ms")
print(f"ideal 99% purge {exit_quantile(0.99):.3f} T = "
      f"{exit_quantile(0.99)*T*1e3:.1f} ms")
print(f"area-weighted fraction at T {edge_height(1.0):.4f}")
print(f"mean from density {mean_time:.6f} T")
print(f"second-moment growth per doubling {moment_growth:.5f} T^2")
print("t/T, F formula, F counted, F with diffusion, F with side walls")
for k, t in enumerate(sample_times):
    print(f"{t:.1f}  {ideal[k]:.4f}  {counted_fraction(t):.4f}  "
          f"{with_diffusion[k]:.3f}  {duct_fraction[k]:.4f}")
print(f"tau = D T/h^2: {tau:.4f}")
print(f"largest sampled diffusion change in F {deviation:.3f}")
print(f"same at one tenth of D {weak_deviation:.3f}")
print(f"99% purge with transverse diffusion {purge_walk:.2f} T = "
      f"{purge_walk*T*1e3:.0f} ms")
print(f"spread with diffusion: modes {relative_spread(tau):.3f} T, "
      f"walk {walk_spread:.3f} T")
print(f"wall layer set by diffusion, rough {layer:.2f} h")
print(f"tail lost beyond about {1/(3*layer):.1f} T")
print(f"axial diffusion length / L {axial_spread:.4f}")
print(f"Schmidt number {kinematic/diffusion:.2f}")
print(f"Reynolds number on twice the gap {reynolds:.0f}")
print(f"rough flow development length {entry_length*1e3:.0f} mm")
print(f"pressure drop / pressure {pressure_drop/pressure:.1e}")
print(f"slip speed / mean speed {slip_ratio:.1e}")
print(f"free sinking of precursor mix / gap {sinking/gap:.1e}")
print(f"hot contrast {hot_temperature:.0f} K, "
      f"{hot_pressure/const.torr:.0f} Torr, same T")
print(f"hot diffusion coefficient {hot_diffusion*1e4:.1f} cm2/s")
print(f"hot tau {hot_tau:.2f}")
print(f"hot spread, transverse diffusion only "
      f"{relative_spread(hot_tau):.3f} T")
print(f"hot axial diffusion length / L {hot_axial:.3f}")
print(f"gas expansion from cold to hot at fixed pressure "
      f"{hot_temperature/temperature:.2f} times")
print("tests ok")
```

Output:

```
gap 10 mm, length 50 mm
width 200 mm, mean speed 1.0 m/s
gas 300 K, 760 Torr
rough diffusion coefficient 0.08 cm2/s
rough viscosity 1.8e-05 Pa s
precursor mole fraction 1e-04
molar masses 28, 144 g/mol
mean residence time T 50.0 ms
first exit 33.33 ms
median exit 0.7581 T = 37.91 ms
ideal 99% purge 4.200 T = 210.0 ms
area-weighted fraction at T 0.5774
mean from density 1.000000 T
second-moment growth per doubling 0.23110 T^2
t/T, F formula, F counted, F with diffusion, F with side walls
0.7  0.3221  0.3222  0.308  0.3763
0.8  0.5784  0.5784  0.567  0.5906
1.0  0.7698  0.7698  0.757  0.7684
1.5  0.9110  0.9110  0.890  0.9081
2.0  0.9526  0.9526  0.931  0.9501
4.0  0.9889  0.9889  0.993  0.9880
tau = D T/h^2: 0.0160
largest sampled diffusion change in F 0.021
same at one tenth of D 0.005
99% purge with transverse diffusion 3.74 T = 187 ms
spread with diffusion: modes 0.615 T, walk 0.614 T
wall layer set by diffusion, rough 0.17 h
tail lost beyond about 1.9 T
axial diffusion length / L 0.0179
Schmidt number 1.98
Reynolds number on twice the gap 1264
rough flow development length 278 mm
pressure drop / pressure 1.1e-06
slip speed / mean speed 4.0e-05
free sinking of precursor mix / gap 5.1e-04
hot contrast 1400 K, 50 Torr, same T
hot diffusion coefficient 18.0 cm2/s
hot tau 3.60
hot spread, transverse diffusion only 0.102 T
hot axial diffusion length / L 0.268
gas expansion from cold to hot at fixed pressure 4.67 times
tests ok
```
